# Spin-pairing energy of f^n ground terms and the lanthanide ionisation sawtooth

## Symmetry and the form of the answer

Electron repulsion does not act on spin. Suppose it is also averaged over all unitary mixings of the seven f orbitals. The averaged interaction of two electrons can then distinguish only whether their orbital function is symmetric or antisymmetric under exchange. By the Pauli principle the symmetric case is a spin singlet and the antisymmetric case a triplet. With mean energies $G_s$ and $G_t$ for the two cases, the averaged pair interaction must be

$$\bar g_{ij}=\frac{G_s+3G_t}{4}-(G_s-G_t)\,\mathbf s_i\cdot\mathbf s_j, \tag{1}$$

because $\mathbf s_i\cdot\mathbf s_j$ equals $-3/4$ in a singlet and $+1/4$ in a triplet. For $n$ electrons of total spin $S$, squaring $\mathbf S=\sum_i\mathbf s_i$ gives

$$\sum_{i<j}\mathbf s_i\cdot\mathbf s_j=\tfrac12\left[S(S+1)-\tfrac34 n\right]. \tag{2}$$

The averaged repulsion is therefore linear in $S(S+1)$, with slope $-D$, where

$$D=\tfrac12(G_s-G_t). \tag{3}$$

Three things remain: to express $D$ through integrals, to show that the averaging leaves the mean energy of each spin unchanged, and to find where the ground term lies relative to that mean.

The model is a single f shell. All its electrons share one radial function and one one-electron energy $h$, which includes the field of the closed core. Spin-orbit coupling and mixing with other configurations are left out. Formulas are in Hartree atomic units; numerical energies are given in eV.

## The two pair energies

Let $J(m,m')$ and $K(m,m')$ be the direct and exchange integrals between orbitals $m$ and $m'$, and let $F^k$, $k=0,2,4,6$, be the Slater integrals. A filled set of seven orbitals has a spherical density, so only $F^0$ survives in the sum of direct integrals:

$$\sum_{mm'}J(m,m')=49F^0 .$$

The exchange integral is $K(m,m')=\sum_kF^k[c^k(m,m')]^2$. The angular coefficient $c^k$ is, up to sign, 7 times a 3j symbol with zero projections times one with projections $-m,\,m-m',\,m'$. The squares of the second symbol sum to 1 over $m,m'$. The squares of the first are $1/7$, $4/105$, $2/77$ and $100/3003$ for $k=0,2,4,6$. Hence

$$\sum_{mm'}K(m,m')=7F^0+49X,\qquad X=\frac{4F^2}{105}+\frac{2F^4}{77}+\frac{100F^6}{3003}. \tag{4}$$

There are 28 symmetric and 21 antisymmetric orbital pair functions. The trace of the repulsion over them is half the direct sum plus or minus half the exchange sum:

$$28G_s=\tfrac12(56F^0+49X),\qquad 21G_t=\tfrac12(42F^0-49X).$$

Division and use of (3) give

$$G_s=F^0+\tfrac78X,\qquad G_t=F^0-\tfrac76X,\qquad D=\tfrac{49}{48}X. \tag{5}$$

$D$ is positive because every $F^k$ is positive. It contains no $F^0$: spin pairing costs energy through the exchange multipoles, while the large monopole repulsion is the same for both spin arrangements.

## Mean energy of the terms of one spin

Consider all determinants with $a$ spin-up and $b$ spin-down electrons. Each parallel pair of orbitals occurs in equally many of them, and so does each antiparallel pair. The mean repulsion is therefore

$$\left[\tfrac{a(a-1)}2+\tfrac{b(b-1)}2\right]G_t+ab\,F^0 .$$

The averaged interaction (1) gives the same result. Its parallel pairs have energy $G_t$, and the mean over its 49 antiparallel pair states is $(28G_s+21G_t)/49=F^0$ by (5). So the true and the averaged repulsion have equal traces for each value of $M_S$.

A multiplet of spin $S$ has one state for each $M_S$ from $-S$ to $S$. Subtracting the trace at $M_S=S+1$ from that at $M_S=S$ leaves the multiplets of spin $S$, each counted once. Their summed energies thus agree for the two interactions. Since the averaged one is constant at fixed $S$, it gives the barycentre of these terms.

It is convenient to measure this barycentre from the mean of the whole configuration. Of the 91 pairs of spin-orbitals, 28 pair states are singlets and 63 are triplets, so the mean pair repulsion is

$$E_{\rm av}=\frac{28G_s+63G_t}{91}=F^0-\frac{7}{13}X. \tag{6}$$

The mean of $S(S+1)$ is three times that of $M_S^2$, because the three spin directions are equivalent. Given one occupied spin-orbital, 6 of the other 13 have the same spin and 7 the opposite spin, so the mean product of two spin projections is $\frac14(6-7)/13=-1/52$. Therefore

$$\langle S(S+1)\rangle=3\left[\frac n4-\frac{n(n-1)}{52}\right]=\frac{3n(14-n)}{52}. \tag{7}$$

Because the barycentre is linear in $S(S+1)$ with slope $-D$,

$$E(n,S)=nh+\frac{n(n-1)}2E_{\rm av}+D\left[\langle S(S+1)\rangle-S(S+1)\right]. \tag{8}$$

This is the spin-pairing expression. Within the one-shell model it holds for the barycentre of each spin. Where a spin has only one term, as for $^7F$ of $f^6$ and $^8S$ of $f^7$, the barycentre is the energy of that term. Where several terms share a spin, (8) does not give their separate energies.

For the largest spin, $S=n/2$ when $n\le7$. The bracket, called $\theta(n)$, becomes

$$\theta(n)=\frac{42n-3n^2-13n^2-26n}{52}=-\frac{4n(n-1)}{13}\quad(n\le7). \tag{9}$$

For $n>7$ the largest spin is $(14-n)/2$. Both (7) and $S(S+1)$ are then unchanged if $n$ is replaced by $14-n$, so $\theta(n)=\theta(14-n)$. The bracket vanishes for $n=0,1,13,14$, where only one spin is possible, and is deepest at half filling, $\theta(7)=-168/13$.

## From the barycentre to the ground term

Two parallel f electrons form the terms $^3P$, $^3F$ and $^3H$. Write $U(m,m')=J-K$ for a parallel pair. The pair $(3,2)$ has $M_L=5$ and belongs to $^3H$. The two pairs with $M_L=3$ contain one state each of $^3H$ and $^3F$, so by conservation of the trace

$$E(^3F)=U(3,0)+U(2,1)-U(3,2). \tag{10}$$

For the $F^2$ part, in units of $1/225$, the three values of $J-K$ are $-20-0$, $0-15$ and $0-25$. Equation (10) gives $-20-15+25=-10$, which is also the $F^2$ part of $G_t$, since $-\frac76\cdot\frac4{105}=-\frac{10}{225}$. The same arithmetic gives $-45-39+51=-33$ for $F^4$ in units of $1/1089$, and $-104-195+13=-286$ for $F^6$ in units of $25/184041$. Both again equal the coefficients in $G_t$. So $^3F$ lies at the triplet barycentre for any radial function.

The energies weighted by $2L+1$ must average to $G_t$, so the deviations of $^3P$ and $^3H$ obey $3\Delta_P+11\Delta_H=0$. Setting $\Delta_H=-9E^3$ gives $\Delta_P=33E^3$. Here the 3 in $E^3$ is a label, not a power. The $^3H$ coefficients $-25,-51,-13$ minus the barycentre values $-10,-33,-286$ are $-15,-18,+273$. Dividing by $-9$ and restoring the units gives

$$E^3=\frac{F^2}{135}+\frac{2F^4}{1089}-\frac{175F^6}{42471}. \tag{11}$$

Any parallel-pair determinant is a mixture of these three terms, so its energy is $G_t+u(m,m')E^3$ with a pure number $u$. The $F^2$ part alone then suffices to find $u$. In units of $1/225$ that part of $J$ is $(4-m^2)(4-m'^2)$. This and the exchange part come from the Wigner–Eckart theorem: within the shell the $k=2$ coefficients are proportional to the matrix elements of the rank-2 tensor $T_0=3L_z^2-\mathbf L^2$, $T_{\pm1}=\mp\sqrt{3/2}\,(L_zL_\pm+L_\pm L_z)$, $T_{\pm2}=\sqrt{3/2}\,L_\pm^2$. The diagonal element is $\langle m|T_0|m\rangle=3(m^2-4)$, and the coefficient for $m=m'=0$ is $7\cdot\frac4{105}=\frac4{15}$, so each coefficient equals $-\langle T\rangle/45$. The diagonal ones are $(4-m^2)/15$, which gives $J$, and the squares of the others are $\langle T\rangle^2/9$ in units of $1/225$. With $|\langle m|L_+|m-1\rangle|^2=(3+m)(4-m)$, a factor $m+(m-1)=2m-1$ from $L_z$ in $T_1$, and $m$ the larger projection, the exchange part is

$$\begin{aligned}
m-m'=1:&\quad \tfrac16(2m-1)^2(3+m)(4-m),\\
m-m'=2:&\quad \tfrac16(3+m)(4-m)(2+m)(5-m),
\end{aligned}$$

and zero for larger differences. Since $1/135=(5/3)/225$, we have $u=\frac35[225(J-K)_{F^2}+10]$. For example, $(1,0)$ has $12-2=10$ and $u=12$, while $(3,1)$ has $-15-10=-25$ and $u=-9$.

For $n\le7$ the Hund term has a state of highest $M_S$ and $M_L$ that is one determinant, with $m=3,2,1,\dots$ filled in order. Its deviation from the barycentre is $e(n)E^3$, where $e(n)$ is the sum of $u$ over occupied pairs. Each new electron adds its pairs with those already present:

- $m=2$: $-9$, so $e(2)=-9$.
- $m=1$: $-9-3=-12$, so $e(3)=-21$.
- $m=0$: $-6-6+12=0$, so $e(4)=-21$.
- $m=-1$: $-3+6-3+12=12$, so $e(5)=-9$.
- $m=-2$: $6+6+6-6-3=9$, so $e(6)=0$.
- $m=-3$: $21+6-3-6-9-9=0$, so $e(7)=0$.

Beyond half filling the seven spin-up electrons form a spherical density. Each spin-down electron repels them with energy $7F^0$ whatever its $m$, so orbital structure comes from spin-down pairs alone and $e(7+p)=e(p)$. The ground-term energy is

$$E(n)=nh+\frac{n(n-1)}2E_{\rm av}+\theta(n)D+e(n)E^3. \tag{12}$$

That the Hund term is the lowest has not been derived here. It was tested by diagonalizing the repulsion for every $f^n$ with the $\mathrm{Eu^{2+}}$ integrals used below. In each case the lowest eigenvalue agrees with (12) to numerical precision.

## The sawtooth at fixed integrals

Removing one f electron costs $I(n)=E(n-1)-E(n)$. If the integrals are held fixed, (12) gives

$$\begin{aligned}I(n)={}&-h-(n-1)E_{\rm av}+D[\theta(n-1)-\theta(n)]\\&+E^3[e(n-1)-e(n)].\end{aligned} \tag{13}$$

From (9), the spin-pairing part is

$$D[\theta(n-1)-\theta(n)]=\begin{cases}\dfrac{8(n-1)}{13}D,&1\le n\le7,\\[2mm]-\dfrac{8(14-n)}{13}D,&8\le n\le14.\end{cases} \tag{14}$$

It rises by $8D/13$ per electron, reaches $48D/13$ at $n=7$, falls to $-48D/13$ at $n=8$, and climbs back to zero at $n=14$. The line through the first half would reach $56D/13$ at $n=8$. The actual value lies below that line by

$$\frac{56+48}{13}D=8D. \tag{15}$$

The factor has a direct meaning. A parallel eighth electron, were there room for it, would meet seven others at mean energy $G_t$ each; the real one meets them at $F^0$. The difference is $7(F^0-G_t)=\frac{49}{6}X=8D$.

The same algebra for a shell of $N=2l+1$ orbitals gives $\theta(n)=-(N+1)n(n-1)/[2(2N-1)]$ up to half filling. The extrapolated spin-pairing part at $n=N+1$ is $N(N+1)D/(2N-1)$ and the actual one $-(N-1)(N+1)D/(2N-1)$, so the drop is $(N+1)D$: $4D$ for p, $6D$ for d and $8D$ for f shells, each with its own $D$.

Along the lanthanides the nuclear charge grows with $n$. The attraction in $-h$ then offsets the growing repulsion $(n-1)E_{\rm av}$, and their sum can vary slowly. This must be calculated, since it is the difference of large quantities.

## Hartree–Fock values from La to Yb

The third ionisation considered is $4f^n\to4f^{n-1}$ with $n=Z-56$. For La and Gd this is not the ionisation of the real ground state, since $\mathrm{La^{2+}}$ and $\mathrm{Gd^{2+}}$ prefer to hold a 5d electron. Their entries are f-removal energies.

Each ion was treated by Hartree–Fock theory for the average of its configuration, with a scalar-relativistic one-electron Hamiltonian (X2C) and an even-tempered Gaussian basis. Electron correlation, spin-orbit coupling and relativistic corrections to the repulsion are omitted. A denser and wider basis lowers every $I_3$ and every smooth part by 0.004 to 0.007 eV and the $\mathrm{Eu^{2+}}$ Slater integrals by 0.001 eV. The last digit of these values is therefore uncertain by one unit, while differences between elements change by no more than 0.003 eV.

For $\mathrm{Eu^{2+}}$ the Slater integrals are $F^2=13.005$, $F^4=8.113$ and $F^6=5.823$ eV. Equations (4), (5) and (11) give

$$\begin{aligned}
X&=0.495+0.211+0.194=0.900\ \text{eV},\\
D&=\tfrac{49}{48}(0.900)=0.919\ \text{eV},\\
E^3&=0.0963+0.0149-0.0240=0.087\ \text{eV}.
\end{aligned}$$

At fixed integrals the drop $8D$ is 7.35 eV. Hartree–Fock values of $F^k$ are larger than those fitted to lanthanide spectra, so $D$, $E^3$ and this drop are overestimates for the real ions.

The two ions in an ionisation have different orbitals. With $D_2,D_3$ for the 2+ and 3+ ions, the spin-pairing part is $D_3\theta(n-1)-D_2\theta(n)$. For Eu it is

$$0.999(-9.231)-0.919(-12.923)=2.65\ \text{eV},$$

or 2.66 eV with the unrounded $D_2$ and $D_3$.

A single $D=0.919$ eV would give $48D/13=3.39$ eV. The reduction comes from the larger $D$ of the 3+ ion, which lowers the energy of the final state. The orbital part is treated in the same way. In eV:

| | smooth | spin | $E^3$ part | $I_3$ |
|---|---|---|---|---|
| Sm | 19.61 | 2.21 | −0.82 | 21.00 |
| Eu | 19.99 | 2.66 | 0.00 | 22.64 |
| Gd | 20.29 | −4.51 | 0.00 | 15.77 |
| Tm | 20.93 | −0.72 | −0.99 | 19.21 |
| Yb | 20.91 | 0.00 | 0.00 | 20.91 |

Here "smooth" is the difference of configuration-average energies. In hartree, $I_3$ is 0.832 for Eu and 0.768 for Yb.

The smooth part has no peak at Eu: its value there exceeds the mean of its neighbours by 0.04 eV, against 4.25 eV for the full $I_3$. The fall from Eu to Gd, 6.87 eV, consists of a spin-pairing change of $-7.17$ eV and a smooth rise of 0.30 eV.

The last step up to each peak has a different make-up. From Tm to Yb, $I_3$ rises by 1.70 eV, of which 0.72 eV is spin pairing and 0.99 eV is the $E^3$ part. From Sm to Eu the corresponding shares are 0.44 and 0.82 eV, with 0.37 eV from the smooth part. Spin pairing makes the large break at half filling, but the orbital term contributes more to the separation of Eu and Yb from the elements just before them. It also bends each branch: $I_3$ is nearly flat from Nd to Pm and falls from Dy to Er.

As a test of using average orbitals, the orbitals were also optimised separately for each Hund term. This changes $I_3$ by at most 0.08 eV and keeps both peaks. The spin-pairing parameter of the 2+ ions grows from 0.67 eV at La to 1.13 eV at Yb. Under a uniform contraction of the 4f orbital all $F^k$, and hence $D$, scale as the inverse radius, so this growth is the expected mark of a shrinking shell.

## From the peaks to divalency

A high third ionisation energy favours the divalent state, but chemistry or cohesion decides against it if enough energy is returned. Let $B(n)$ be the energy gained in a given solid or solution when an ion passes from the 2+ to the 3+ state and its third electron is bound elsewhere. The element stays divalent if

$$I_3(n)>B(n). \tag{16}$$

The argument assumes that $B$ varies smoothly along the series; $B$ is not calculated here.

Take $B$ to be linear and draw the straight line through the Eu and Yb values of $I_3$. Its slope is $-0.247$ eV per element. Every other element lies below it, the closest being Sm, by 1.89 eV. If $B(n)$ runs parallel to this line and below it by less than 1.89 eV, condition (16) holds for Eu and Yb and fails for the other twelve. This slope is taken from the computed $I_3$ values, not from any property of $B$. It mainly reflects the unequal errors for Eu and Yb noted below, so the construction shows only that the two peaks stand above a smooth line.

A constant $B$ does not achieve this with the present numbers. The computed order is Eu 22.64, Sm 21.00, Yb 20.91 eV, so a constant gain that leaves Yb divalent leaves Sm divalent too. This order should not be taken for that of the real ions. Measured third ionisation energies of Eu and Yb are both roughly 25 eV, so the calculation is low by about 2 eV for Eu and 4 eV for Yb.

A plausible cause, offered as a conjecture, is the missing correlation between electrons of opposite spin. Removing an f electron breaks no opposite-spin pair within the shell for $n\le7$, but seven such pairs for each $n\ge8$. The correction would then resemble an upward step after Eu. As an illustration, a step of 2 eV would put Yb at 22.9 and Tm at 21.2 eV, with Eu and Sm unchanged. A constant $B$ between 21.2 and 22.6 eV would then select Eu and Yb.

In the computed values Sm and Tm stand next below the peaks in their halves of the series, so without spin-orbit coupling they are the next to become divalent when a constant $B$ is lowered within either half. The place of Tm depends on the slope of $B$: it lies only 0.37 eV above Dy, three elements earlier, so a $B$ rising by more than about 0.12 eV per element would put Dy first. The conclusion fails if $B$ has structure of its own comparable with the gaps, or if the divalent ion prefers a 5d electron, as in La and Gd. Spin-orbit coupling would add a further $n$-dependent shift to (12). With the 4f spin-orbit constant $\zeta$ estimated from the Hartree–Fock potential, it lowers $I_3$ of Tm by about $1.2\zeta$, roughly 0.4 eV, and hardly shifts Dy, so the change is as large as the gap between them. It lowers the peaks as well: Yb by $\tfrac32\zeta$, about 0.6 eV, and Eu by about 0.5 eV, against about 0.2 eV for Sm. Both peaks remain, but each stands 0.2 to 0.3 eV less above the element before it, and the shortfall against the measured values grows. The order of Tm and Dy is therefore not settled by the present numbers. The numerical output below lists all fourteen elements.

## Numbers as computed

```
J and K coefficients of F^k for parallel pairs (3,2) (3,0) (2,1)
 k=2 unit 1/225.00: +0,25  -20,0  -0,15  3F -10  triplet mean -10
 k=4 unit 1/1089.00: -21,30  +18,63  -7,32  3F -33  triplet mean -33
 k=6 unit 1/7361.64: -6,7  -20,84  -90,105  3F -286  triplet mean -286
Parallel-pair energy minus triplet mean, units of E3
 m=+3: (+2) -9  (+1) -9  (+0) -6  (-1) -3  (-2) +6  (-3) +21
 m=+2: (+1) -3  (+0) -6  (-1) +6  (-2) +6  (-3) +6
 m=+1: (+0) +12  (-1) -3  (-2) +6  (-3) -3
 m=+0: (-1) +12  (-2) -6  (-3) -6
 m=-1: (-2) -3  (-3) -9
 m=-2: (-3) -9
n: theta(n), e(n) [dimensionless]
 0: 0.0000, 0 | 1: 0.0000, 0 | 2: -0.6154, -9 | 3: -1.8462, -21 | 4: -3.6923, -21
 5: -6.1538, -9 | 6: -9.2308, 0 | 7: -12.9231, 0 | 8: -9.2308, 0 | 9: -6.1538, -9
 10: -3.6923, -21 | 11: -1.8462, -21 | 12: -0.6154, -9 | 13: 0.0000, 0 | 14: 0.0000, 0
Eu2+ F0 F2 F4 F6 (eV): 27.875 13.005 8.113 5.823
Eu2+ Eav, D, E3 (eV): 27.390 0.9188 0.0872
Eu2+ D (hartree): 0.03377
Drop 8D at fixed Eu2+ integrals (eV): 7.351
f^n -> f^(n-1), eV: smooth, spin, E3 part, I3, I3 relaxed, D(2+), D(3+)
 La n= 1  16.182   0.000   0.000  16.182  16.182 0.666 none
 Ce n= 2  17.161   0.444   0.619  18.224  18.235 0.722 0.830
 Pr n= 3  17.957   0.886   0.799  19.642  19.676 0.769 0.867
 Nd n= 4  18.614   1.328  -0.173  19.770  19.802 0.811 0.903
 Pm n= 5  19.160   1.770  -1.132  19.799  19.824 0.849 0.936
 Sm n= 6  19.613   2.213  -0.823  21.003  21.046 0.885 0.968
 Eu n= 7  19.985   2.656   0.000  22.640  22.720 0.919 0.999
 Gd n= 8  20.285  -4.511   0.000  15.774  15.705 0.951 1.028
 Tb n= 9  20.521  -3.716   0.839  17.644  17.617 0.982 1.057
 Dy n=10  20.699  -2.943   1.093  18.849  18.838 1.012 1.086
 Ho n=11  20.823  -2.188  -0.135  18.500  18.490 1.041 1.113
 Er n=12  20.897  -1.447  -1.351  18.100  18.094 1.070 1.140
 Tm n=13  20.926  -0.718  -0.993  19.214  19.214 1.097 1.167
 Yb n=14  20.911   0.000   0.000  20.911  20.911 1.125 1.193
I3 of Eu and Yb (hartree): 0.83202 0.76845
Eu minus mean of neighbours (eV): I3 4.252, smooth part 0.036
Mean smooth step per element, Eu to Yb (eV): 0.132
Slope of the Eu-Yb chord (eV per element): -0.247
Closest other element below chord: Sm, gap 1.885 eV
Highest I3 (eV): Eu 22.640, Sm 21.003, Yb 20.911, Pm 19.799, Nd 19.770
Largest orbital relaxation energy of a term (eV): 0.1667
Largest error, barycentres (hartree): 1.4e-14
Largest error, diagonalized f^n (hartree): 1.3e-13
Yb69+ 1s, X2C and Dirac (hartree): -2634.441 -2634.847
```
